\section*{Transmission and conductance of a smooth graphene p–n junction, part 2}

An electron near one Dirac point of graphene, with velocity $v$, meets a p–n junction with potential energy $U(x)$. The Fermi energy is zero. Since $U$ does not depend on $y$, the transverse wave number $k_y=k_F\sin\theta$ is conserved; $\theta$ is the angle of incidence measured from the normal. We seek the transmission probability $T$ for a wave incident from the left and the conductance per width $G/W$.

In the linear ramp, $U/(\hbar v)$ equals $-k_F$ for $x<-d$ (n side), $k_Fx/d$ for $|x|<d$, and $+k_F$ for $x>d$ (p side). The complete ramp length is thus $2d$. The slope parameter $f=(dU/dx)/(\hbar v)$, taken where $U=0$, is an inverse length squared and equals $k_F/d$ for the ramp. We abbreviate $\kappa=k_Fd$, which is dimensionless.

For the linear potential the Hamiltonian is
\begin{equation}
H=\hbar v\left(-i\sigma_x\partial_x+\sigma_y k_y+f x\right),\qquad f>0 .
\label{eq:H}
\end{equation}
The spinor components $a$ and $b$ belong to the eigenvalues $+1$ and $-1$ of $\sigma_x$. The current is $v(|a|^2-|b|^2)$, so $a$ carries current to the right and $b$ to the left. At the Fermi energy, for general $U(x)$, they obey
\begin{equation}
a'=-iua+k_yb,\qquad b'=iub+k_ya,\qquad u(x)=\frac{U(x)}{\hbar v}.
\label{eq:general}
\end{equation}

For $u=fx$ on the whole axis, the exact transmission is the first form of
\begin{equation}
T=\exp\!\left(-\frac{\pi k_y^2}{f}\right)=\exp\!\left(-\pi k_Fd\sin^2\theta\right).
\label{eq:T}
\end{equation}
The second form inserts $f=k_F/d$ and $k_y=k_F\sin\theta$. This is the linear-potential, or Gaussian, law used below. A numerical solution for a long ramp at four values of $k_y$ reproduced the first form with a largest relative error of $1.2\times10^{-4}$. The effect of the ends of a finite ramp is treated next.

\subsection{Why the ends of the ramp matter little}

The matrix on the right of Eq.~\eqref{eq:general} is
\begin{equation}
M=\begin{pmatrix}-iu&k_y\\k_y&iu\end{pmatrix},\qquad M^2=(k_y^2-u^2)\,\mathbf 1 .
\label{eq:M}
\end{equation}
Its eigenvalues are $\pm\sqrt{k_y^2-u^2}$. They are real between the turning points $|x|=|k_y|/f=d|\sin\theta|$, which lie inside the ramp for every propagating mode. The semiclassical exponent is twice the integral of the decay rate. With $fx=k_y\sin t$,
\begin{equation}
2\int\sqrt{k_y^2-f^2x^2}\,dx=\frac{2k_y^2}{f}\int_{-\pi/2}^{\pi/2}\cos^2t\,dt=\frac{\pi k_y^2}{f}.
\label{eq:action}
\end{equation}
Cutting off the ramp at $|x|=d$ thus leaves the exponent unchanged. What it adds is a weak reflection at each kink.

To estimate this reflection, consider the n side and write $u=-K$, $k_y=K\sin\varphi$ and $q=K\cos\varphi$. The local modes, normalized to unit current apart from the factor $v$, are
\begin{equation}
w_+=\frac{1}{\sqrt{\cos\varphi}}\begin{pmatrix}\cos\frac\varphi2\\-i\sin\frac\varphi2\end{pmatrix},\qquad
w_-=\frac{1}{\sqrt{\cos\varphi}}\begin{pmatrix}i\sin\frac\varphi2\\\cos\frac\varphi2\end{pmatrix}.
\label{eq:modes}
\end{equation}
Insertion in Eq.~\eqref{eq:M} confirms $Mw_\pm=\pm iq\,w_\pm$. Differentiation with respect to $\varphi$ and re-expansion in the two modes give
\begin{equation}
\frac{dw_+}{d\varphi}=-\frac{i}{2\cos\varphi}\,w_-,\qquad
\frac{dw_-}{d\varphi}=\frac{i}{2\cos\varphi}\,w_+ .
\end{equation}
The terms proportional to the original mode cancel: the derivative of the prefactor gives $\frac12\tan\varphi$ and that of the spinor gives $-\frac12\tan\varphi$. For $\psi=Aw_++Bw_-$ the coefficient of $w_-$ in $\psi'=M\psi$ is
\begin{equation}
B'=-iqB+i\eta A,\qquad \eta=\frac{\varphi'}{2\cos\varphi}.
\end{equation}
To first order, set $A=e^{i\Phi}$ with $\Phi'=q$ and $\Phi=0$ at the kink. Then $(Be^{i\Phi})'=i\eta e^{2i\Phi}$. In the lead $\eta=0$; at the kink it jumps. Since $i\eta e^{2i\Phi}=(\eta/2q)\,(e^{2i\Phi})'$, integration by parts gives the boundary term $(\eta/2q)e^{2i\Phi}$ minus the integral of $(\eta/2q)'e^{2i\Phi}$. A second integration by parts shows that the kink contribution of this integral carries a further factor of order $1/(qd)$. To leading order the endpoint therefore contributes a reflection of modulus $|\eta|/(2q)$.

From $\sin\varphi=k_y/(f|x|)$ one finds $|\varphi'|=f|k_y|/(K^2\cos\varphi)$. At the kink $K=k_F$ and $\varphi=\theta$, so $|\varphi'|=|\tan\theta|/d$ and
\begin{equation}
|r_{\rm kink}|\simeq\frac{|\sin\theta|}{4\kappa\cos^3\theta}.
\label{eq:kink}
\end{equation}
A weak reflector in front of a junction with reflection probability $1-T$ multiplies the transmitted amplitude by $1+O(|r_{\rm kink}|\sqrt{1-T})$. Squaring doubles this, and there are two kinks. The relative change of $T$ is thus at most about $4|r_{\rm kink}|\sqrt{1-T}$ to first order. The estimate requires $\kappa\gg1$ and fails near grazing incidence, where $\cos\theta\to0$. There $T$ is exponentially small, and the current is hardly affected.

\subsection{A junction without kinks}

A smooth profile with the same central slope is $u=k_F\tanh(x/d)$. Put $s=\sin\theta$ and $\tanh(x/d)=s\sin t$, so that $dx=d\,s\cos t\,dt/(1-s^2\sin^2t)$. The semiclassical exponent is
\begin{equation}
S=2\kappa\int_{-\pi/2}^{\pi/2}\frac{s^2\cos^2t}{1-s^2\sin^2t}\,dt
=2\kappa\left[\pi-(1-s^2)\int_{-\pi/2}^{\pi/2}\frac{dt}{1-s^2\sin^2t}\right],
\end{equation}
where $s^2\cos^2t=(1-s^2\sin^2t)-(1-s^2)$ was used. With $w=\tan t$ the last integral becomes $\int_{-\infty}^{\infty}dw/[1+(1-s^2)w^2]=\pi/\sqrt{1-s^2}$. Hence
\begin{equation}
S=2\pi\kappa(1-\cos\theta)=\pi\kappa\left(\sin^2\theta+\tfrac14\sin^4\theta+\cdots\right).
\label{eq:tanh}
\end{equation}
The first term is the linear-potential law. The second is of order $1/\kappa$ at the angles that carry current, for which $\sin^2\theta\sim1/\kappa$. The central slope fixes the leading result; the rest of the profile enters through the correction.

The semiclassical argument gives the exponent. That the prefactor of $e^{-S}$ is close to one for this profile was tested numerically at $\kappa=5$ for the angles tabulated below. At $30^\circ$, for instance, $S=10\pi(1-0.8660)=4.21$ and $e^{-S}=0.0149$, in agreement with the numerical value.

\subsection{Conductance per width}

Each transverse mode carries, in an energy interval $dE$, the incident current $ev\,dk/(2\pi)$ with $v=dE/(\hbar\,dk)$ the group velocity along $x$. This equals $e\,dE/h$, since the velocity cancels. A small bias $V$ opens an interval $eV$, so a mode contributes $(e^2/h)T$ to the conductance between ideal reservoirs at zero temperature.

There are two spin states and two valleys. In the second valley the sign of $\sigma_xk_x$ is reversed; conjugation with $\sigma_y$ restores Eq.~\eqref{eq:general} without changing $U$, so $T$ is the same. Without intervalley scattering the degeneracy is four. For periodic transverse boundary conditions the allowed $k_y$ are spaced by $2\pi/W$. When this is small beside the width $\sqrt f$ of the transmission peak, that is when $W$ exceeds $2\pi\sqrt{d/k_F}$ by a safe margin, the sum becomes an integral. For the Gaussian law the sum still exceeds the integral by $27\%$ at $W=5\sqrt{d/k_F}$ and by $9\%$ at $W=2\pi\sqrt{d/k_F}$, but by less than $0.1\%$ at $W=10\sqrt{d/k_F}$. In the wide limit
\begin{equation}
\frac GW=\frac{4e^2}{h}\int_{-k_F}^{k_F}\frac{dk_y}{2\pi}\,e^{-\pi k_y^2/f}
=\frac{4e^2}{h}\,\frac{\sqrt f}{2\pi}\,\mathrm{erf}\!\left(\sqrt{\pi\kappa}\right).
\end{equation}
For $\kappa\gg1$ the error function differs from one by an exponentially small amount, and
\begin{equation}
\frac GW=\frac{4e^2}{h}\,\frac{1}{2\pi}\sqrt{\frac{k_F}{d}}
=\frac{2e^2}{\pi h}\sqrt{\frac{k_F}{d}} .
\label{eq:G}
\end{equation}

At fixed $k_F$, a fourfold increase of $d$ halves the conductance. At fixed slope the conductance does not depend on $k_F$: further doping adds modes that are reflected. If $T$ were one for every mode, the integral would be $2k_F$ and $G/W$ would reach the ballistic limit $(4e^2/h)k_F/\pi$. The smooth junction transmits the fraction
\begin{equation}
\frac{G}{G_{\rm ballistic}}=\frac{1}{2\sqrt{\kappa}} .
\label{eq:fraction}
\end{equation}

The tanh profile gives the size of the first correction due to shape. Expand $e^{-\pi\kappa s^4/4}\simeq1-\pi\kappa s^4/4$. The Gaussian weight $e^{-\pi\kappa s^2}$ has variance $\langle s^2\rangle=1/(2\pi\kappa)$ and fourth moment $\langle s^4\rangle=3\langle s^2\rangle^2$. Relative to Eq.~\eqref{eq:G} the change is
\begin{equation}
-\frac{\pi\kappa}{4}\,\frac{3}{4\pi^2\kappa^2}=-\frac{3}{16\pi\kappa}.
\label{eq:shape}
\end{equation}

\subsection{Worked example}

Take the round parameters $k_F=0.100\,\mathrm{nm^{-1}}$, $d=50.0\,\mathrm{nm}$ and $v=1.00\times10^6\,\mathrm{m/s}$. Then $\kappa=5.00$. The potential energy rises from $-65.8$ to $+65.8\,\mathrm{meV}$ with a slope of $1.32\,\mathrm{meV/nm}$. The transmission is one half where
\begin{equation}
\sin^2\theta=\frac{\ln2}{\pi\kappa}=\frac{0.693}{15.71}=0.0441,\qquad \theta=12.1^\circ .
\end{equation}

\begin{center}
\begin{tabular}{cccc}
$\theta$ & $e^{-\pi\kappa\sin^2\theta}$ & ramp & tanh\\
\hline
$0^\circ$ & 1.000 & 1.000 & 1.000\\
$5^\circ$ & 0.888 & 0.884 & 0.887\\
$10^\circ$ & 0.623 & 0.612 & 0.620\\
$20^\circ$ & 0.159 & 0.149 & 0.150\\
$30^\circ$ & 0.0197 & 0.0182 & 0.0149
\end{tabular}
\end{center}

The last two columns are numerical solutions of the Dirac equation for the finite junctions. For the ramp at $10^\circ$, Eq.~\eqref{eq:kink} allows a relative change of about $0.174/(5\times0.955)\times\sqrt{0.377}=0.022$; the observed reduction is $0.017$. For the tanh profile at $30^\circ$ the law is too large by a third of the numerical value, as Eq.~\eqref{eq:tanh} predicts: the full exponent $4.209$ exceeds $\pi\kappa\sin^2\theta=3.927$ by $0.282$, and $e^{0.282}=1.33$. The quartic term alone supplies $0.245$ of this excess. Few electrons pass at that angle.

The conductance per width is
\begin{equation}
\frac GW=0.15496\,\mathrm{mS}\times\frac{\sqrt{0.100/50.0}}{2\pi}\,\mathrm{nm^{-1}}
=1.10\,\mathrm{mS/\mu m}=1.10\times10^3\,\mathrm{S/m}.
\end{equation}
The ballistic limit is $4.93\,\mathrm{mS/\mu m}$, so the junction passes $0.22$ of it, in accord with Eq.~\eqref{eq:fraction}. Numerical integration gives $1.08\,\mathrm{mS/\mu m}$ for the ramp and $1.09\,\mathrm{mS/\mu m}$ for the tanh profile. The length $\sqrt{d/k_F}$ is $22\,\mathrm{nm}$. For a strip $2000\,\mathrm{nm}$ wide, the discrete mode sum agrees with the integral to all printed digits.

The scaling was tested by raising $\kappa$ from 5 to 40. For the tanh profile the ratio of the numerical conductance to Eq.~\eqref{eq:G} rises from $0.988$ to $0.999$ and follows Eq.~\eqref{eq:shape}. The local power of $k_F$ at fixed $d$ between the last two points is $0.502$. For the ramp the ratio is $0.983$, $0.997$, $1.002$ and $1.001$ at $\kappa=5$, $10$, $20$ and $40$. Equation~\eqref{eq:kink} with $\sin\theta\sim\kappa^{-1/2}$ predicts deviations of order $\kappa^{-3/2}$ or less, which these values respect. Their change of sign may come from the interference phase between kink and junction, which varies with $\kappa$; this was not isolated.

\subsection{Numerical evaluation for another profile}

For a general $u(x)$ that connects $-k_F$ to $+k_F$, divide the junction into slices of length $\ell$ with constant $u$. Since $M^2=\mu^2\mathbf 1$ with $\mu^2=k_y^2-u^2$, the power series of the exponential separates into even and odd parts:
\begin{equation}
\psi(x-\ell)=\left[\cosh(\mu\ell)\,\mathbf 1-\frac{\sinh(\mu\ell)}{\mu}\,M\right]\psi(x).
\end{equation}
Let $q=\sqrt{k_F^2-k_y^2}$ and $\rho=k_y/(k_F+q)=\tan(\theta/2)$. Start in the right lead with the outgoing mode $(1,i\rho)^T$ and step to the left lead. There
\begin{equation}
\begin{pmatrix}a\\b\end{pmatrix}=\alpha\begin{pmatrix}1\\-i\rho\end{pmatrix}+\beta\begin{pmatrix}i\rho\\1\end{pmatrix},\qquad
\alpha=\frac{a-i\rho b}{1-\rho^2},\qquad T=\frac{1}{|\alpha|^2}.
\end{equation}
The expression for $\alpha$ follows because $\beta$ cancels in $a-i\rho b$. Incident and transmitted modes have the same current factor $1-\rho^2$, which therefore drops out of $T$. The slices must be short beside $1/k_F$ and beside the length over which $u$ varies.

\subsection{Where the result fails}

The opposite limit is a step, $\kappa\to0$. The Dirac equation is of first order, so the spinor is continuous at the step:
\begin{equation}
1+i\rho r=t,\qquad -i\rho+r=i\rho t .
\end{equation}
The second relation gives $r=i\rho(1+t)$. Inserted in the first, it yields $t=(1-\rho^2)/(1+\rho^2)=\cos\theta$. Hence $T=\cos^2\theta$ and
\begin{equation}
\frac GW=\frac{4e^2}{h}\,\frac{k_F}{2\pi}\int_{-\pi/2}^{\pi/2}\cos^3\theta\,d\theta=\frac{4e^2}{h}\,\frac{2k_F}{3\pi},
\end{equation}
two thirds of the ballistic limit. The numerical solution at $\kappa=0.01$ gives $0.667$ of that limit. Equation~\eqref{eq:G} would give $5$ times the limit, which is impossible. By Eq.~\eqref{eq:fraction} it violates the limit whenever $\kappa<1/4$. A value above $1/4$ does not by itself make the formula accurate: its derivation requires $\kappa\gg1$, and an implementation should check this condition before using it.

A shift of the energy by $E$ moves the linear potential sideways by $E/(\hbar vf)$ and leaves $T(k_y)$ unchanged. In a finite junction this holds approximately for $|E|\ll\hbar vk_F$. For a curved profile the slope at the crossing point changes as well; for the tanh profile it becomes $f\,[1-(E/\hbar vk_F)^2]$. At $\kappa=5$ the numerical conductance at energy $E=0.2\,\hbar vk_F$ differs from its value at $E=0$ by $+2\%$ for the ramp and $-2\%$ for the tanh profile, and at $E=0.5\,\hbar vk_F$ by $+6\%$ and $-15\%$. Within this ballistic model, and as long as the bias does not reshape $U$, temperature and bias therefore change the result little when $k_BT$ and $eV$ are small beside $\hbar vk_F$. In the worked example room temperature, $k_BT\approx0.4\,\hbar vk_F$, does not meet this condition.

A gap is different. A mass term $\hbar vm\sigma_z$ combines with $\sigma_yk_y$, and a spin rotation about the $x$ axis turns the sum into $\sigma_y\sqrt{k_y^2+m^2}$. For the linear potential, $T=\exp[-\pi(k_y^2+m^2)/f]$. Transmission at normal incidence is then no longer perfect, and $G/W$ in Eq.~\eqref{eq:G} acquires the factor $e^{-\pi m^2/f}$.

The model treats $U(x)$ as given. In a gated device the electrons screen the gates, and the slope at the interface need not equal $k_F/d$ estimated from the gate geometry. The value of $f$ must then come from an electrostatic calculation. Disorder, intervalley scattering and variation of $U$ along $y$ are left out; the last of these destroys the conservation of $k_y$ on which the derivation rests.

\section*{Calculated quantities}
\begin{verbatim}
Fermi wave number kF = 0.100 1/nm
half-length of ramp d = 50.0 nm
velocity v = 1.00e+06 m/s
kF d = 5.000 (dimensionless)
hbar v kF = 65.82 meV
potential slope = 1.3164 meV/nm
length sqrt(d/kF) = 22.36 nm
angle where T = 1/2: 12.13 degrees
Transmission (dimensionless): angle/deg, formula, ramp, tanh
    0.0  1.00000  1.00000  1.00000
    5.0  0.88752  0.88394  0.88732
   10.0  0.62272  0.61201  0.62047
   15.0  0.34916  0.33526  0.34285
   20.0  0.15922  0.14867  0.15038
   30.0  0.01970  0.01819  0.01486
long ramp, largest relative error of T: 1.2e-04
4e^2/h = 0.15496 mS
sqrt(kF/d)/(2 pi) = 0.007118 1/nm
G/W, formula = 1.1030 mS/um = 1103.0 S/m
G/W, numerical ramp = 1.0843 mS/um
G/W, numerical tanh = 1.0897 mS/um
G/W, ballistic limit = 4.9326 mS/um
formula / ballistic limit = 0.2236
G/W divided by formula: kF d, ramp, tanh, tanh with correction
    5.0  0.98309  0.98794  0.98806
   10.0  0.99707  0.99400  0.99403
   20.0  1.00171  0.99701  0.99702
   40.0  1.00053  0.99851  0.99851
tanh: local power of kF, kF d from 20 to 40: 0.5022
strip width for mode sum = 2000 nm
mode sum / integral = 1.0000000
nearly sharp junction, kF d = 0.010
  numerical G / ballistic limit = 0.6666
  smooth formula / ballistic limit = 5.0000
\end{verbatim}
